# The resistance of a slowly tapered conical via

## Problem

A via joins two metal layers. It is a truncated cone of height $h$, with radius $a$ at one end and $b$ at the other. Its resistivity $\rho$ is uniform and isotropic, and Ohm's law holds locally. No current crosses the side wall, and each flat end face is an equipotential. The taper is slow. Find the resistance between the end faces, and say how slow the taper must be for the answer to hold.

The algebra uses atomic units, $\hbar=m_e=e=1$, in which resistance is measured in $\hbar/e^2$. The axis is $z$, running from the face of radius $a$ at $z=0$ to the face of radius $b$ at $z=h$, and $s$ is the distance from the axis. The local radius is

$$r(z)=a+tz,\qquad t=\frac{b-a}{h}.$$

A total current $I$ flows towards positive $z$. The potential $\phi$ is $V$ at $z=0$ and zero at $z=h$, so the resistance is $R=V/I$.

## A tempting solution

A cylinder of radius $r$ has resistance $\rho h/(\pi r^2)$. The radius of the cone grows linearly, so its average over the height is $(a+b)/2$. Since the taper is slow, the cone should behave like a cylinder of that radius:

$$R_{\rm mean}=\frac{\rho h}{\pi\left[(a+b)/2\right]^2}=\frac{4\rho h}{\pi(a+b)^2}.\qquad\text{(wrong unless } a=b)$$

This has the right dimensions, is symmetric in $a$ and $b$, and is correct for a cylinder.

## Where it fails

The fault is the replacement of $r(z)$ by its average. Thin slices of the via carry the same current one after another. When the taper is slow, the potential is also nearly constant over each cut between them, so they act as resistors in series and their resistances add. A slice contributes in proportion to $1/r^2$. The quantity to be averaged is therefore $1/r^2$, and the average of $1/r^2$ is not $1/r^2$ taken at the average radius. The narrow slices gain more resistance than the wide slices lose.

A slow taper does not excuse the replacement. "Slow" means that the radius changes little over a length comparable with itself, so that $|t|\ll1$. Over a tall via the radius may still change by a large factor.

## Solution

**The current density.** In a steady state no charge accumulates, and none leaves through the wall, so the same current $I$ crosses every section. The slowly tapered one-dimensional approximation takes the potential to be constant over each cross-section, $\phi=\phi(z)$. Ohm's law then gives

$$J_z=-\frac1\rho\frac{d\phi}{dz},$$

which is uniform over the section. Its product with the area $\pi r^2$ must be $I$, so

$$J_z=\frac{I}{\pi r^2},\qquad -\frac{d\phi}{dz}=\frac{\rho I}{\pi r^2}.$$

**The sum over slices.** Integrating the second relation from $z=0$ to $z=h$ gives the voltage $V$. Division by $I$ gives the resistance in this approximation, called $R_0$:

$$R_0=\int_0^h\frac{\rho\,dz}{\pi r(z)^2}.$$

For $a\ne b$, use $r$ as the variable. Since $dr=t\,dz$,

$$R_0=\frac{\rho}{\pi t}\int_a^b\frac{dr}{r^2}
=\frac{\rho}{\pi t}\left(\frac1a-\frac1b\right)
=\frac{\rho}{\pi}\,\frac{h}{b-a}\,\frac{b-a}{ab}.$$

The factor $b-a$ cancels, whatever its sign, and

$$\boxed{R_0=\frac{\rho h}{\pi ab}}$$

For $a=b$ the integrand is constant and the integral is $\rho h/(\pi a^2)$, so the formula covers the cylinder too.

**Comparison with the tempting answer.** The equivalent cylinder has radius $\sqrt{ab}$, the geometric mean of the end radii. The ratio of the two answers is

$$\frac{R_{\rm mean}}{R_0}=\frac{4ab}{(a+b)^2}=1-\left(\frac{b-a}{a+b}\right)^2,$$

because $(a+b)^2-4ab=(b-a)^2$. The tempting answer is too small whenever $a\ne b$. Its error relative to $R_0$ does not contain $h$, so making the via taller at fixed end radii does not remove it.

**Where the voltage drops.** The fraction of the voltage lost between the $a$ end and height $z$ is the same integral stopped at $z$, divided by the whole:

$$\frac{1/a-1/r}{1/a-1/b}
=\frac{r-a}{ar}\,\frac{ab}{b-a}
=\frac{tz}{r}\,\frac{b}{b-a}
=\frac{bz}{h\,r(z)}.$$

At mid-height $r=(a+b)/2$, and the fraction is $b/(a+b)$. If $b>a$ this exceeds one half: the narrower half of the via takes the larger share.

**A via that widens a long way.** Keep $a$ and $t>0$ fixed and let the via grow taller, so that $b=a+th$ grows too. Substituting $h=(b-a)/t$ gives

$$R_0=\frac{\rho}{\pi ta}\left(1-\frac ab\right)\longrightarrow\frac{\rho}{\pi ta}\qquad(b\gg a).$$

The resistance tends to a finite value set by the narrow end. The mean-radius formula gives $4\rho(b-a)/[\pi t(a+b)^2]$, which tends to zero. Here the tempting answer fails completely, however small the fixed taper is.

## How slow is slow enough?

The one-dimensional current has no radial part, yet current beside a sloping wall must follow the wall. The approximation is therefore not an exact solution when $t\ne0$. Two minimum principles bound the error.

**Lower bound.** Let $\phi$ be the true potential and $\chi$ any smooth trial potential with the same end values. Their difference $\delta=\chi-\phi$ vanishes on both end faces. With integrals over the volume of the via,

$$\frac1\rho\int|\nabla\chi|^2=\frac1\rho\int|\nabla\phi|^2+\frac2\rho\int\nabla\phi\cdot\nabla\delta+\frac1\rho\int|\nabla\delta|^2.$$

Since $\nabla^2\phi=0$, the middle integrand is $\nabla\cdot(\delta\nabla\phi)$, and its integral becomes a surface integral of $\delta\,\partial_n\phi$. This vanishes on the ends, where $\delta=0$, and on the wall, where $\partial_n\phi=0$. The last term is not negative. The first term on the right is the true Joule power, $V^2/R$. Hence

$$\frac1\rho\int|\nabla\chi|^2\ge\frac{V^2}{R}.$$

Take the one-dimensional potential as the trial. It carries the current $I_0=V/R_0$, with $d\chi/dz=-\rho I_0/(\pi r^2)$, so the left side is

$$\int_0^h\frac{\pi r^2}{\rho}\left(\frac{\rho I_0}{\pi r^2}\right)^2dz=I_0^2R_0=\frac{V^2}{R_0}.$$

Therefore $V^2/R_0\ge V^2/R$, which means $R\ge R_0$.

**Upper bound.** Let $\mathbf J$ be the true current density and $\mathbf K$ a trial flow that has zero divergence, runs along the wall and carries the same total current $I$. Write $\mathbf K=\mathbf J+\mathbf D$. Then

$$\rho\int K^2=\rho\int J^2+2\rho\int\mathbf J\cdot\mathbf D+\rho\int D^2.$$

Because $\rho\mathbf J=-\nabla\phi$ and $\nabla\cdot\mathbf D=0$, the cross term is $-2$ times the surface integral of $\phi\,\mathbf D\cdot\mathbf n$, where $\mathbf n$ is the outward normal. The wall gives nothing, since $\mathbf D$ runs along it. On each end $\phi$ is constant and the net flux of $\mathbf D$ is zero. The cross term vanishes, and the power of the trial flow is at least the true power $I^2R$.

A suitable trial flow spreads in proportion to the radius:

$$K_z=\frac{I}{\pi r^2},\qquad K_s=\frac{Its}{\pi r^3}.$$

Its divergence is zero, because

$$\frac{\partial K_z}{\partial z}=-\frac{2It}{\pi r^3},\qquad
\frac1s\frac{\partial(sK_s)}{\partial s}=\frac{2It}{\pi r^3}.$$

At the wall $s=r$, so $K_s/K_z=t$, which is the slope of the wall. The power per unit height is

$$\rho\int_0^r(K_z^2+K_s^2)\,2\pi s\,ds
=\frac{2\rho I^2}{\pi}\left(\frac{1}{r^4}\frac{r^2}{2}+\frac{t^2}{r^6}\frac{r^4}{4}\right)
=\frac{\rho I^2}{\pi r^2}\left(1+\frac{t^2}{2}\right).$$

Integration over $z$ gives $I^2R_0(1+t^2/2)$. Together the two bounds read

$$R_0\le R\le R_0\left(1+\frac{t^2}{2}\right).$$

A taper with $t^2\ll1$ is thus slow enough for the boxed formula, whose error relative to $R_0$ is at most $t^2/2$. This condition is sufficient; the bounds do not show that it is necessary. The mean-radius value lies below the lower bound whenever $a\ne b$, so no correction for the slope of the wall can justify it.

## Numbers

Take the round model values $\rho=1000$ ohm angstrom, $a=100$ angstrom, $b=150$ angstrom and $h=500$ angstrom. The taper is $t=50/500=0.1$, and

$$R_0=\frac{1000\times500}{\pi\times100\times150}\ \text{ohm}=10.61\ \text{ohm},$$

or $0.002583\,\hbar/e^2$. The mean radius of 125 angstrom gives 10.19 ohm, which is 4% below $R_0$, as expected from $(50/250)^2=0.04$. In the one-dimensional approximation the narrower half takes $150/250=60\%$ of the voltage. At a current of 0.0001 ampere, an electron crossing the via loses $0.0001\times10.61=0.00106$ eV on average. This current is chosen for easy arithmetic. Averaged over the narrow end face, it means about $3\times10^7$ ampere per square centimetre, more than a metal via is normally designed to carry for long, because of electromigration.

The bound allows the three-dimensional resistance to exceed $R_0$ by at most $0.1^2/2=0.5\%$. A numerical solution of Laplace's equation in the cone gives an excess of 0.45%. The same calculation at other heights, with $a$ and $b$ unchanged, gives:

| $h$ (angstrom) | $t$ | excess over $R_0$ | upper bound |
|---|---|---|---|
| 100 | 0.5 | 7.0% | 12.5% |
| 500 | 0.1 | 0.45% | 0.50% |
| 1000 | 0.05 | 0.119% | 0.125% |
| 2000 | 0.025 | 0.031% | 0.031% |

In the last row the two entries agree only after rounding; the computed excess is the smaller. Enlarging the numerical basis changed each resistance by less than 2% of its excess.

The excess stays below the bound for a reason that can be traced. Current meets an equipotential face at right angles, so the true flow has no radial part at the flat ends, whereas the trial flow does. The two flows differ, and the term $\rho\int D^2$ is positive. The ratio $(R/R_0-1)/t^2$ rises from 0.28 at the smallest height to 0.49 at the largest, towards the value 1/2 of the bound.

These bounds concern the shape of the conductor alone. The resistance of the contacts, of any liner that the current must cross, and of the adjoining layers is not included. If the end faces are not equipotentials, the bounds do not apply as they stand. When the radius is not large compared with the electron mean free path, diffuse scattering at the wall makes a local, uniform $\rho$ a poor description, and the formula can fail even for a very small taper. The example above is not safe from this. In a free-electron metal of the same resistivity, with 0.05 to 0.18 conduction electrons per cubic angstrom, the mean free path is roughly 40 to 90 angstrom, which is not small compared with radii of 100 to 150 angstrom. The example therefore illustrates the geometry, and its 0.5% bound is not an error estimate for a real metal via of that size. The numerical output below lists the model parameters and the resistances; the electron densities and mean free paths are separate estimates and do not appear there.

## Computed values

```
Resistivity rho = 1000 ohm angstrom
End radius a = 100 angstrom
End radius b = 150 angstrom
Height h = 500 angstrom
Current I = 0.0001 ampere
Taper t = 0.100 (no unit)
Cone formula R0 = 10.6103 ohm
Disc quadrature = 10.6103 ohm
R0 in atomic units = 0.002583 hbar/e^2
Energy lost per electron = 0.001061 eV
Equivalent radius sqrt(ab) = 122.47 angstrom
Arithmetic mean radius = 125.00 angstrom
R from arithmetic mean radius = 10.1859 ohm
Its error relative to R0 = -4.00 %
Voltage share of narrower half = 0.6000 (no unit)
Upper bound on R = 10.6634 ohm
Largest possible excess over R0 = 0.500 %
Three-dimensional results, same rho, a and b:
h = 100 angstrom: t = 0.500 (no unit)
  R0 = 2.1221 ohm, R = 2.2699 ohm
  excess = 6.9649 %, bound = 12.5000 %
  (R/R0 - 1)/t^2 = 0.279 (no unit)
h = 500 angstrom: t = 0.100 (no unit)
  R0 = 10.6103 ohm, R = 10.6585 ohm
  excess = 0.4537 %, bound = 0.5000 %
  (R/R0 - 1)/t^2 = 0.454 (no unit)
h = 1000 angstrom: t = 0.050 (no unit)
  R0 = 21.2207 ohm, R = 21.2460 ohm
  excess = 0.1193 %, bound = 0.1250 %
  (R/R0 - 1)/t^2 = 0.477 (no unit)
h = 2000 angstrom: t = 0.025 (no unit)
  R0 = 42.4413 ohm, R = 42.4543 ohm
  excess = 0.0305 %, bound = 0.0313 %
  (R/R0 - 1)/t^2 = 0.489 (no unit)
```
